# Why the t2g–eg on-site splitting depends on the orbital basis: a program that tests the result

```python
# Under test: in an octahedral ML6 cluster (5 d + 18 p orbitals) the on-site splitting
# D = eps(eg) - eps(t2g) depends on the basis.  Orthonormal d-p basis: D_dp = eps_e - eps_t.
# d-only Wannier basis: D_d = D_dp + delta_e - delta_t, delta = R - Delta/2,
# R = sqrt(Delta^2/4 + V^2), Delta = eps_d - eps_L, V_e = sqrt(3) t_sig, V_t = 2 t_pi,
# eps_Le = eps_p + T, eps_Lt = eps_p - T, T = pp_sig - pp_pi, tan(2 theta) = 2|V|/Delta.
# The orbital cos(phi) d + sin(phi) L has energy mean + R cos 2(phi + theta);
# phi = +alpha atomic d, -alpha ligand-orthogonalised d (sin 2 alpha = overlap s),
# phi = -theta d-only Wannier function.  t_sig uses the p orbital pointing at the metal.
# Energies in eV.  d order: xy, yz, z2, xz, x2-y2.  Ligands: +x,-x,+y,-y,+z,-z.
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.integrate import dblquad
from pyscf import gto

I3 = np.eye(3)
def sym(a, b): return (np.outer(I3[a], I3[b]) + np.outer(I3[b], I3[a])) / np.sqrt(2)
Q = [sym(0, 1), sym(1, 2), np.diag([-1., -1, 2]) / np.sqrt(6), sym(0, 2),
     np.diag([1., -1, 0]) / np.sqrt(2)]
sites = np.array([s * I3[a] for a in range(3) for s in (1, -1)])
IE, IT = 2, 0
def per_d(e, t): return np.array([t, t, e, t, e], float)

def dp_hop(n, ts, tp):
    perp = I3 - np.outer(n, n)
    return np.array([-ts * np.sqrt(1.5) * (n @ q @ n) * n + tp * np.sqrt(2) * (n @ q @ perp)
                     for q in Q])

def cluster(ee, et, ep, ts, tp, ps=0., pp=0., ps_trans=0., pp_trans=0.):
    M = np.diag(np.concatenate([per_d(ee, et), np.full(18, float(ep))]))
    for i, n in enumerate(sites):
        M[:5, 5+3*i:8+3*i] = dp_hop(n, ts, tp)
        for j, n2 in enumerate(sites):
            if i != j:
                m = (n2 - n) / np.linalg.norm(n2 - n)
                a, b = (ps_trans, pp_trans) if n @ n2 < -0.5 else (ps, pp)
                M[5+3*i:8+3*i, 5+3*j:8+3*j] = a*np.outer(m, m) + b*(I3 - np.outer(m, m))
    M[5:, :5] = M[:5, 5:].T
    return M

def dag(A): return np.conj(np.swapaxes(A, -1, -2))
def wannier(M, trial):
    w, U = np.linalg.eigh(M)
    assert np.min(w[..., -5] - w[..., -6]) > 0.1
    u, _, vh = np.linalg.svd(dag(U[..., -5:]) @ trial)
    rot = u @ vh
    return dag(rot) @ (w[..., -5:, None] * rot), U[..., -5:] @ rot
def shift(Dl, V): return np.sqrt(Dl**2 / 4 + V**2) - Dl / 2

# geometry rule against true Gaussian integrals (element labels are only placeholders)
basis = {'C': [[2, [0.8, 1.0]]], 'O': [[1, [0.5, 1.0]]]}
def ints(atoms, name): return gto.M(atom=atoms, basis=basis, unit='Bohr', verbose=0).intor(name)
r = 2.5
for name in ('int1e_ovlp', 'int1e_kin'):
    full = ints([['C', (0, 0, 0)]] + [['O', tuple(r * n)] for n in sites], name)
    dp = ints([['C', (0, 0, 0)], ['O', (0, 0, r)]], name)
    cis = ints([['O', (0, 0, 0)], ['O', (0, 0, r * np.sqrt(2))]], name)
    tr = ints([['O', (0, 0, 0)], ['O', (0, 0, 2 * r)]], name)
    a, b = -dp[2, 7], dp[3, 5]
    assert min(abs(a), abs(b), abs(cis[2, 5]), abs(cis[0, 3])) > 1e-3
    model = cluster(dp[0, 0], dp[0, 0], dp[5, 5], a, b, cis[2, 5], cis[0, 3], tr[2, 5], tr[0, 3])
    assert np.allclose(full, model, atol=1e-10)
    sv = np.sort(np.linalg.svd(full[:5, 5:], compute_uv=False))
    assert np.allclose(sv, np.sort(np.abs(per_d(np.sqrt(3) * a, 2 * b))), atol=1e-10)

# model parameters
ep, et, ee, ts, tp, ps, pp, Ss, Sp = 0.0, 3.0, 3.3, -1.2, -0.6, 0.4, -0.1, 0.10, 0.05
H = cluster(ee, et, ep, ts, tp, ps, pp)
Hdd, Hdp, Hpp = H[:5, :5], H[:5, 5:], H[5:, 5:]
dbasis = np.eye(23)[:, :5]

# symmetry-adapted ligand orbitals written out by hand
L = np.zeros((18, 5))
for col, (a, b) in {0: (0, 1), 1: (1, 2), 3: (0, 2)}.items():
    L[3*(2*a)+b, col], L[3*(2*a+1)+b, col] = 0.5, -0.5
    L[3*(2*b)+a, col], L[3*(2*b+1)+a, col] = 0.5, -0.5
cz, cx = np.array([-1, -1, -1, -1, 2, 2]) / np.sqrt(12), np.array([1, 1, -1, -1, 0, 0]) / 2
for i, n in enumerate(sites):
    L[3*i:3*i+3, 2], L[3*i:3*i+3, 4] = -cz[i] * n, -cx[i] * n
T = ps - pp
epsd, epsL, V = per_d(ee, et), per_d(ep + T, ep - T), per_d(np.sqrt(3) * ts, 2 * tp)
assert np.allclose(L.T @ L, np.eye(5)) and np.allclose(Hdp @ L, np.diag(V))
assert np.allclose(Hpp @ L, L * epsL) and np.allclose(Hdp @ (np.eye(18) - L @ L.T), 0)

Dl = epsd - epsL
mean, R = (epsd + epsL) / 2, np.sqrt(Dl**2 / 4 + V**2)
theta, delta = 0.5 * np.arctan2(2 * abs(V), Dl), shift(Dl, V)
w = np.linalg.eigvalsh(H)
assert np.allclose(w[-5:], np.sort(mean + R), atol=1e-12)
assert all(np.min(abs(w - x)) < 1e-12 for x in mean - R)

# Lowdin downfolding with the full 18 x 18 resolvent
def Heff(E): return Hdd + Hdp @ np.linalg.solve(E * np.eye(18) - Hpp, Hdp.T)
for E in (2.3, 3.0, 4.0, -2.7):
    assert np.allclose(Heff(E), np.diag(epsd + V**2 / (E - epsL)), atol=1e-11)
    rhs = np.linalg.det(E * np.eye(18) - Hpp) * np.linalg.det(E * np.eye(5) - Heff(E))
    assert abs(np.linalg.det(E * np.eye(23) - H) / rhs - 1) < 1e-9
Hw, W = wannier(H, dbasis)
Lfull = np.vstack([np.zeros((5, 5)), L])
assert np.allclose(Hw, np.diag(epsd + delta), atol=1e-12)
assert np.allclose(W, dbasis * np.cos(theta) - Lfull * np.sin(theta), atol=1e-12)
for i in range(5):
    root = brentq(lambda E: Heff(E)[i, i] - E, epsd[i], epsd[i] + 10, xtol=1e-13)
    Z = 1 / (1 - (Heff(root + 1e-4)[i, i] - Heff(root - 1e-4)[i, i]) / 2e-4)
    assert abs(root - Hw[i, i]) < 1e-10 and abs(Z - W[i, i]**2) < 1e-7
D_dp, D_d = ee - et, Hw[IE, IE] - Hw[IT, IT]
assert abs(D_d - (w[-1] - w[-5])) < 1e-12
lam = 0.05
Hs, _ = wannier(cluster(ee, et, ep, lam * ts, lam * tp, ps, pp), dbasis)
rest = np.diag(Hs) - epsd - (lam * V)**2 / Dl
assert np.allclose(rest / (-(lam * V)**4 / Dl**3), 1, atol=0.01)

# sufficient condition on random clusters, and a counterexample
rng = np.random.default_rng(1)
for _ in range(100):
    a, b, t0 = rng.uniform(0.1, 0.5), -rng.uniform(0, 0.1), rng.uniform(2.5, 5)
    e0, tpi = t0 + rng.uniform(0, 2 * (a - b)), -rng.uniform(0.1, 0.8)
    tsg = tpi * 2 / np.sqrt(3) * rng.uniform(1.01, 2.5)
    Hr, _ = wannier(cluster(e0, t0, 0, tsg, tpi, a, b), dbasis)
    assert Hr[IE, IE] - Hr[IT, IT] > e0 - t0
ts_weak = -0.3
Hc, _ = wannier(cluster(ee, et, ep, ts_weak, tp, ps, pp), dbasis)
D_weak = Hc[IE, IE] - Hc[IT, IT]
assert D_weak < D_dp

# rotation formula and orthogonalisation choices
def eps_phi(phi): return mean + R * np.cos(2 * (phi + theta))
for phi in np.linspace(-1.5, 1.5, 13):
    X = dbasis * np.cos(phi) + Lfull * np.sin(phi)
    assert np.allclose(X.T @ H @ X, np.diag(eps_phi(phi)), atol=1e-12)
S = cluster(1, 1, 1, Ss, Sp)
sw, sU = np.linalg.eigh(S)
Shalf = (sU * np.sqrt(sw)) @ sU.T
Hao = Shalf @ H @ Shalf
s = per_d(np.sqrt(3) * Ss, 2 * Sp)
alpha = 0.5 * np.arcsin(s)
e_atomic = np.diag(Hao)[:5]
C = np.vstack([np.eye(5), -np.linalg.solve(S[5:, 5:], S[5:, :5])])
e_orth = np.diag(C.T @ Hao @ C) / np.diag(C.T @ S @ C)
assert np.allclose(e_atomic, eps_phi(alpha), atol=1e-12)
assert np.allclose(e_orth, eps_phi(-alpha), atol=1e-12)
assert np.allclose(wannier(H, Shalf[:, :5])[0], Hw, atol=1e-12)
D_at, D_or = e_atomic[IE] - e_atomic[IT], e_orth[IE] - e_orth[IT]
assert D_at < D_dp < D_or < D_d
Hx, _ = wannier(cluster(et + D_d, et, ep, ts, tp, ps, pp), dbasis)
D_twice = Hx[IE, IE] - Hx[IT, IT]
assert D_twice > D_d + 0.1

# corner-sharing cubic ML3 crystal without p-p hopping
def crystal(scale, n=12):
    g = 2 * np.pi * np.arange(n) / n
    k = np.array(np.meshgrid(g, g, g)).reshape(3, -1).T
    M = np.zeros((len(k), 14, 14), complex)
    M[:] = np.diag(np.concatenate([epsd, np.full(9, ep)]))
    for a in range(3):
        for sg in (1, -1):
            M[:, :5, 5+3*a:8+3*a] += (np.exp(0.5j * sg * k[:, a])[:, None, None]
                                      * dp_hop(sg * I3[a], scale * ts, scale * tp))
    M[:, 5:, :5] = dag(M[:, :5, 5:])
    vv = (M[:, :5, 5:] @ M[:, 5:, :5]).mean(0)
    return wannier(M, np.eye(14)[:, :5])[0].mean(0), vv
Hk, vv = crystal(1.0)
assert np.allclose(vv, np.diag(V**2), atol=1e-12)
assert np.allclose(Hk, np.diag(per_d(Hk[IE, IE].real, Hk[IT, IT].real)), atol=1e-9)
sh_cr = np.diag(Hk).real - epsd
quad = dblquad(lambda x, y: shift(et - ep, 2 * tp * np.sqrt(np.sin(x/2)**2 + np.sin(y/2)**2)),
               0, np.pi, 0, np.pi)[0] / np.pi**2
assert abs(quad - sh_cr[IT]) < 1e-6
sh_cl = np.diag(wannier(cluster(ee, et, ep, ts, tp), dbasis)[0]) - epsd
assert np.all(sh_cr < sh_cl) and np.all(sh_cr > 0)
sh_small = np.diag(crystal(lam)[0]).real - epsd
assert np.allclose(sh_small / ((lam * V)**2 / (epsd - ep)), 1, atol=0.02)

cm = sc.e / (sc.h * sc.c * 100)
print(f"eps_p, eps_t, eps_e = {ep:.2f}, {et:.2f}, {ee:.2f} eV")
print(f"t_sig, t_pi = {ts:.2f}, {tp:.2f} eV")
print(f"pp_sig, pp_pi, T = {ps:.2f}, {pp:.2f}, {T:.2f} eV")
print(f"S_sig, S_pi = {Ss:.2f}, {Sp:.2f} (dimensionless)")
print("pairs below are (eg, t2g)")
for lab, x, u in [("V", V, "eV"), ("V^2", V**2, "eV^2"), ("eps_L", epsL, "eV"), ("Delta", Dl, "eV"),
                  ("mean", mean, "eV"), ("R", R, "eV"), ("delta", delta, "eV"),
                  ("V^2/Delta", V**2 / Dl, "eV"), ("E+", np.diag(Hw), "eV"), ("E-", mean - R, "eV"),
                  ("theta", np.degrees(theta), "deg"), ("d weight Z", np.diag(W)**2, ""),
                  ("ligand weight", 1 - np.diag(W)**2, ""), ("overlap s", s, ""),
                  ("alpha", np.degrees(alpha), "deg"), ("eps atomic d", e_atomic, "eV"),
                  ("eps ligand-orthogonalised d", e_orth, "eV"),
                  ("delta cluster, T=0", sh_cl, "eV"), ("delta crystal, T=0", sh_cr, "eV")]:
    print(f"{lab} = {x[IE]:.4f}, {x[IT]:.4f} {u}")
print(f"highest level below the five antibonding ones = {w[-6]:.4f} eV")
for lab, x in [("D atomic d", D_at), ("D_dp symmetric orthogonalisation", D_dp),
               ("D ligand-orthogonalised d", D_or), ("D_d d-only Wannier", D_d)]:
    print(f"{lab} = {x:.4f} eV = {x * cm:.0f} cm^-1")
print(f"delta_e - delta_t = {delta[IE] - delta[IT]:.4f} eV")
print(f"D_d / D_dp = {D_d / D_dp:.3f}")
print(f"D second order = {D_dp + (V**2/Dl)[IE] - (V**2/Dl)[IT]:.4f} eV")
for E in (3.0, 4.0):
    print(f"D from H_eff frozen at E = {E:.1f} eV: {Heff(E)[IE, IE] - Heff(E)[IT, IT]:.4f} eV")
print(f"level gap if D_d is put into the d-p model = {D_twice:.4f} eV")
print(f"weak sigma, t_sig = {ts_weak:.2f} eV: delta_e = {Hc[IE, IE] - ee:.4f} eV")
print(f"weak sigma: D_d = {D_weak:.4f} eV")
print(f"D_d cluster, T=0 = {D_dp + sh_cl[IE] - sh_cl[IT]:.4f} eV")
print(f"D_d crystal, T=0, 12^3 k points = {D_dp + sh_cr[IE] - sh_cr[IT]:.4f} eV")
print("every check passed")
```

Running it gives:

```
eps_p, eps_t, eps_e = 0.00, 3.00, 3.30 eV
t_sig, t_pi = -1.20, -0.60 eV
pp_sig, pp_pi, T = 0.40, -0.10, 0.50 eV
S_sig, S_pi = 0.10, 0.05 (dimensionless)
pairs below are (eg, t2g)
V = -2.0785, -1.2000 eV
V^2 = 4.3200, 1.4400 eV^2
eps_L = 0.5000, -0.5000 eV
Delta = 2.8000, 3.5000 eV
mean = 1.9000, 1.2500 eV
R = 2.5060, 2.1219 eV
delta = 1.1060, 0.3719 eV
V^2/Delta = 1.5429, 0.4114 eV
E+ = 4.4060, 3.3719 eV
E- = -0.6060, -0.8719 eV
theta = 28.0184, 17.2195 deg
d weight Z = 0.7793, 0.9124 
ligand weight = 0.2207, 0.0876 
overlap s = 0.1732, 0.1000 
alpha = 4.9871, 2.8696 deg
eps atomic d = 2.9188, 2.8712 eV
eps ligand-orthogonalised d = 3.6388, 3.1112 eV
delta cluster, T=0 = 1.0038, 0.4209 eV
delta crystal, T=0 = 0.9588, 0.4115 eV
highest level below the five antibonding ones = 0.5000 eV
D atomic d = 0.0476 eV = 384 cm^-1
D_dp symmetric orthogonalisation = 0.3000 eV = 2420 cm^-1
D ligand-orthogonalised d = 0.5276 eV = 4255 cm^-1
D_d d-only Wannier = 1.0341 eV = 8340 cm^-1
delta_e - delta_t = 0.7341 eV
D_d / D_dp = 3.447
D second order = 1.4314 eV
D from H_eff frozen at E = 3.0 eV: 1.6166 eV
D from H_eff frozen at E = 4.0 eV: 1.2143 eV
level gap if D_d is put into the d-p model = 1.6232 eV
weak sigma, t_sig = -0.30 eV: delta_e = 0.0933 eV
weak sigma: D_d = 0.0214 eV
D_d cluster, T=0 = 0.8828 eV
D_d crystal, T=0, 12^3 k points = 0.8473 eV
every check passed
```
